Stress Shifts and Splittings of a Nondegenerate Line at a Trigonal Defect

Someone who wants to predict how a defect line in silicon responds to stress must decide which loads to put into the calculation. A load along a cube axis looks like the economical choice, because the cell keeps its right angles. For a trigonal defect with nondegenerate states, the line energy under that load yields one of the two first-order stress coefficients and no information about the other. The missing coefficient governs the splitting under a body-diagonal load. It has to come from a load with a shear component, or from the shear stresses that the two states exert on the cell.

**Two ways for a line to split**

A trigonal defect has a threefold axis a, a unit vector along one of the four body diagonals of the cubic crystal. A sample contains defects on all four diagonals, taken here as equally populated and unable to reorient. The zero-phonon line joins two orbitally nondegenerate levels, and any spin structure is taken as unresolved.

Stress could split the line in two ways. It could lift a degeneracy inside each defect, or it could make defects of different orientation unequal. The first is excluded by the choice of states. A load along [001] does remove the threefold symmetry of each defect, but a single level has nothing to separate into. What remains is to compare the orientations.

**The first-order shift**

Let σ be the uniform stress tensor, positive in tension. First-order perturbation theory moves each nondegenerate level by the expectation value of the change in the Hamiltonian. The line energy is the difference of two levels, so its shift is linear in σ:

δE = Σ_ij A_ij σ_ij.

A is a symmetric tensor belonging to one orientation: the upper level's stress derivatives minus the lower level's. A threefold rotation turns each nondegenerate state into itself up to a phase, which drops out of an expectation value. A is therefore unchanged by that rotation.

Take the defect with a along [111]. Its threefold rotation carries x into y, y into z and z into x. Invariance then requires

A_xx = A_yy = A_zz ≡ A1,
A_yz = A_zx = A_xy ≡ A2.

Each off-diagonal element appears twice in the double sum, so

δE = A1(σ_xx + σ_yy + σ_zz) + 2A2(σ_yz + σ_zx + σ_xy).

A load s along [001] has σ_zz = s and no other component. The shift is sA1. The other three defects are obtained from this one by half-turns about the cube axes, which change the signs of two off-diagonal elements of A and leave the diagonal ones alone. They shift by sA1 too. The defect's threefold axis makes the three cube axes equivalent to it, and the defects on the other diagonals share the same diagonal elements.

For a load along any unit vector n, σ_ij = s n_i n_j. The trace is s, because n has unit length. The shear sum follows from expanding a square:

(n_x + n_y + n_z)² = 1 + 2(n_y n_z + n_z n_x + n_x n_y).

With a = (1,1,1)/√3, the cosine of the angle θ between n and a is (n_x + n_y + n_z)/√3. The left side is thus 3cos²θ, and

δE = s[A1 + A2(3cos²θ − 1)].

This form refers only to the angle between load and axis, so it holds for all four orientations. Three loads show its content.

Along [001], cos²θ = 1/3 for every diagonal. The angle is 54.74°, at which the factor of A2 vanishes. There is one line, shifted by sA1.

Along [111], the aligned defect has cos²θ = 1. The other three have cosθ = ±1/3, hence cos²θ = 1/9 and 3cos²θ − 1 = −2/3. The shifts are

aligned: s(A1 + 2A2),
inclined: s(A1 − 2A2/3).

Their separation is 8|sA2|/3. The mean over the four orientations is sA1, since 2A2/4 − (3/4)(2A2/3) = 0.

Along [110], two diagonals have cos²θ = 2/3 and two are perpendicular to the load. The shifts are s(A1 + A2) and s(A1 − A2), separated by 2|sA2|.

A first-order splitting under a body-diagonal load therefore requires A2 to differ from zero, and to resolve it clearly the separation must exceed the linewidth. Likewise the shift under [001] is allowed by symmetry but disappears at first order if A1 = 0.

**Why stronger cube-axis stress does not help**

The absence of splitting under [001] does not depend on the linear approximation. A half-turn about x, y or z maps the cubic crystal onto itself and sends n = [001] to n or −n. The stress s n_i n_j is the same for both signs. These half-turns carry the [111] axis into the other three diagonals. Two defects related by such an operation have Hamiltonians related by a unitary transformation, and hence identical spectra at any stress for which the crystal and the defect survive.

Some site groups allow several variants on the same diagonal, for example mirror images of each other. In a crystal with the full cubic point group, such variants are related by the mirror exchanging x and y, by inversion, or by both. In a tetrahedral crystal the mirror suffices. All these operations preserve the [001] stress, so the variants add no lines.

An explicit enumeration agrees. It covered site groups C3, C3v, D3, S6 and D3d in the full cubic group, and C3 and C3v in the tetrahedral group. In each case the orientations form one class under [001], two under [111] and two under [110].

The threefold axis is essential. A random nonlinear function of stress, averaged over the three rotations about [111], gave 1, 2 and 2 distinct energies for these loads. The same function without the averaging gave three energies under [001], as expected when A_xx, A_yy and A_zz are unrelated.

**A solvable defect**

Symmetry leaves A1 and A2 undetermined. A small model shows where they come from. Put one orbital on each of four sites at tetrahedron corners:

r_1 = (1,1,1), r_2 = (1,−1,−1), r_3 = (−1,1,−1), r_4 = (−1,−1,1).

The length unit is arbitrary. Site 1 has energy e_s and the others have energy zero, so the defect axis is [111]. Every pair is joined by the matrix element −t(d0/d)^η, where d is the distance and d0 its unstressed value. One electron moves on the cluster, and the sites follow the macroscopic strain.

Without stress, the state on site 1 couples only to the symmetric combination (|2⟩ + |3⟩ + |4⟩)/√3. That combination has energy −2t, because each of its sites has two equal neighbours within the group. The coupling is 3(−t)/√3 = −√3 t. The two symmetric levels are the eigenvalues of

[ e_s  −√3 t ]
[ −√3 t  −2t ].

Their separation is the line energy:

W = √[(e_s + 2t)² + 4·3t²] = √(p² + 12t²), with p = e_s + 2t.

The two remaining combinations on sites 2, 3 and 4 have amplitudes summing to zero. They form a doublet at energy +t.

Now apply a small strain ε. A bond with unit direction u stretches by the fraction u·ε·u. The bond from site 1 to site 2 points along (0,1,1)/√2 and stretches by

(ε_yy + ε_zz)/2 + ε_yz.

The other two bonds to site 1 follow by cyclic exchange. Writing Tr ε for the trace and S = ε_yz + ε_zx + ε_xy, the three stretches add to Tr ε + S. The bond from site 2 to site 3 points along (1,−1,0)/√2 and stretches by (ε_xx + ε_yy)/2 − ε_xy. The three bonds of this kind add to Tr ε − S.

In the symmetric states, sites 2, 3 and 4 have equal amplitudes. At first order only the mean change of each group of three bonds therefore matters. Call the mean hopping to site 1 t_s and the mean hopping among the others t_o. Since (1 + e)^(−η) ≈ 1 − ηe for a small stretch e,

δt_s = −(tη/3)(Tr ε + S),
δt_o = −(tη/3)(Tr ε − S).

With these two hoppings kept separate, the line energy is √[(e_s + 2t_o)² + 12t_s²]. Differentiating at t_s = t_o = t gives

δW = (2p δt_o + 12t δt_s)/W
= −(2tη/W)[(2t + p/3) Tr ε + (2t − p/3) S].

A cube-axis load produces no shear strain in the cube axes, so S = 0. It does stretch individual bonds by different amounts, but at first order these differences cancel within each group of three. The line responds to the volume change alone. A body-diagonal load has S ≠ 0, and S lengthens one group of bonds relative to the other. Which group is lengthened depends on whether the special site lies on the loaded diagonal.

Hooke's law for a cubic crystal converts strain to stress. Adding the three normal equations gives Tr ε = Tr σ/(C11 + 2C12), while ε_xy = σ_xy/(2C44), and similarly for the other shears. Comparison with the general shift, in which the shear sum carries the factor 2A2, yields

A1 = −2tη(2t + p/3)/[W(C11 + 2C12)],
A2 = −tη(2t − p/3)/(2W C44).

Two limits follow. If e_s = 4t, then p = 6t and A2 = 0: the [111] splitting vanishes at first order although the defect is still trigonal. The doublet then lies between the two symmetric levels, so this result concerns the transition between those two and not the lowest transition of the cluster. If e_s = −8t, then p = −6t and A1 = 0: the first-order [001] shift vanishes. Symmetry permits both effects but guarantees neither.

**Numbers in the regime of silicon**

Take t = 0.28 eV, e_s = −0.87 eV and η = 4, with assumed elastic constants of silicon-like size, C11 = 166, C12 = 64 and C44 = 80 GPa. Then p = −0.87 + 0.56 = −0.31 eV, and

W = √(0.0961 + 0.9408) eV = 1.018 eV,

a wavelength of about 1218 nm. The coefficients are

A1 = −2.24 × 0.4567/(1.0183 × 294) eV/GPa = −3.42 meV/GPa,
A2 = −1.12 × 0.6633/(2 × 1.0183 × 80) eV/GPa = −4.56 meV/GPa.

A compression of 0.30 GPa means s = −0.30 GPa. Along [001], the linear law gives a shift of 0.30 × 3.42 = 1.03 meV. Diagonalizing the strained cluster gives 1.02 meV for all four orientations, with differences at the level of rounding error. Ten times the load still produces no spread.

Along [111], diagonalization gives 3.77 meV for the aligned defect and 0.12 meV for each inclined one. The splitting is 3.65 meV, or 4.35 nm, in agreement with (8/3) × 4.56 × 0.30 = 3.65 meV. The inclined defects hardly move because A1 and −2A2/3 nearly cancel for these parameters. Along [110], the splitting is 2.75 meV, against 2.74 meV from the linear law. The largest departure of any single shift from that law is 0.009 meV.

**The same defect with a degenerate final state**

The doublet at +t shows why the condition on the states is needed. Under [001] load let ε_∥ be the strain along z and ε_⊥ the strain along x and y. Bond 2–3 stretches by ε_⊥, while bonds 2–4 and 3–4 stretch by (ε_⊥ + ε_∥)/2. Each matrix element changes by tη times its stretch.

Use the doublet states (1,−1,0)/√2 and (1,1,−2)/√6 on sites 2, 3 and 4. They do not mix, since exchanging sites 2 and 3 reverses the first and preserves the second. Their energy changes are

−tη ε_⊥ and (tη/3)[ε_⊥ − 2(ε_⊥ + ε_∥)] = −(tη/3)(ε_⊥ + 2ε_∥).

The magnitude of the difference is (2/3)tη|ε_∥ − ε_⊥|. Subtracting two of Hooke's equations gives ε_∥ − ε_⊥ = s/(C11 − C12), so the splitting is

(2/3) × 1.12 × 0.30/102 eV = 2.2 meV.

Every orientation has the same pair of levels. A line ending on this doublet can therefore split under [001] even though the orientations remain equivalent.

**Reading the polarization**

Relative strengths help to identify the components. The transition dipole between the two symmetric states is unchanged by the threefold rotation, so it must lie along a. For light polarized along the load, each defect contributes cos²θ. For perpendicular polarization, averaged around the load, it contributes (1 − cos²θ)/2.

Under [111] load the aligned and inclined groups then have strengths 1 and 3 × 1/9 = 1/3 in parallel polarization, and 0 and 3 × (8/9)/2 = 4/3 in perpendicular polarization. This presumes equal excitation of all orientations. At 0.30 GPa, mixing and distortion in the cluster change the parallel strengths only to 0.997 and 0.334.

**From the model to a sample**

The W line of silicon, which comes from a trigonal centre, lies near 1.0 eV, and e_s was chosen to place the model line in that region. The four-site cluster does not represent the atomic structure of that centre, and A1 and A2 are not predictions for it. The hopping parameters are assumptions. So is the use of bulk strain at the defect: if the local shear strain were 1.5 times larger, the [111] splitting would rise from 3.65 to 5.48 meV, while the [001] splitting would remain zero.

Alignment is the more delicate matter for a null result. Tilting the load from [001] towards [110] by an angle δ makes the extreme values of 3cos²θ differ by

(cosδ + √2 sinδ)² − (cosδ − √2 sinδ)² = 4√2 sinδ cosδ.

For δ = 1° and the same load, the resulting spread is 0.14 meV. With an assumed linewidth of 0.1 meV, this could be seen as broadening or partial splitting. For comparison, a well-aligned [111] load needs about 8 MPa to make its splitting equal to that linewidth.

A nearby degenerate level can bend the shift without splitting the line under [001]. The mixing element between the upper symmetric state and the doublet is 1.42 meV at 0.30 GPa. If a partner with this coupling lay 10 meV away instead of about 0.49 eV, two-level repulsion would add a shift of magnitude √(5² + 1.42²) − 5 = 0.20 meV, common to all orientations. This added shift is about a fifth of the linear one, so a linear fit would need care. The estimate holds the 10 meV distance fixed; the first-order shifts of the levels under the load change the result by 10 to 15%.

Thermally activated reorientation is negligible at 10 K if the barrier is 1 eV: with an attempt rate of 10¹³ per second, the Arrhenius rate is about 10⁻⁴⁹¹ per second. This estimate leaves out tunnelling. Where defects stay localized in one orientation and hop thermally between orientations, stress may change the populations and hence the strengths. It still cannot separate the line energies under [001]. Coherent tunnelling among the four orientations is a different case: each level then becomes a singlet and a triplet, and the triplet, being degenerate, can split under [001] just as the doublet above does.

In a device, the stress tensor matters more than the name of the load. Equal in-plane stress s in a (001) film has σ_xx = σ_yy = s and no shear, so it shifts the line by 2sA1 without splitting it. Uniaxial stress along an in-plane [110] direction has σ_xy = s/2 and can split it. For a calculation that compares only line energies, one cube-axis load on one orientation fixes A1, and a load with a shear component, such as [111], is needed to obtain A2. If the stress tensors of both states are available, each with its atoms relaxed in the same unloaded cell, no load is needed. Their difference times the cell volume is the strain derivative of the line energy, and the elastic constants convert it to A1 and A2, provided the cell is large enough to respond like the bulk crystal.

Computed values

```
hopping t: 0.28 eV
special site energy: -0.87 eV
hopping exponent eta: 4
C11, C12, C44: 166, 64, 80 GPa
compressive load: 0.3 GPa
orientation classes [001],[111],[110]: 1 2 2
generic trigonal line counts, same loads: 1 2 2
control without trigonal symmetry, [001]: 3
angle of [001] to body diagonals: 54.74 deg
cluster levels: -1.2241 -0.2059 0.2800 0.2800 eV
p: -0.31 eV
W = line energy at zero load: 1.0183 eV
line wavelength at zero load: 1217.58 nm
A1: -3.417 meV/GPa
A2: -4.56 meV/GPa
[001] shift, all orientations: 1.024 meV
[001] spread at load: 1.1e-12 meV
[001] spread at ten times load: 1.3e-12 meV
[111] shift, aligned axis: 3.768 meV
[111] shift, three inclined axes: 0.117 meV
[111] splitting, diagonalized: 3.651 meV
[111] splitting, linear law: 3.648 meV
[111] splitting in wavelength: 4.349 nm
[111] mean shift over four axes: 1.03 meV
[110] splitting: 2.747 meV
E doublet splitting under [001]: 2.2 meV
[111] strengths par(1),par(3),perp(1),perp(3):
  zero-load dipoles: 1.0000 0.3333 0.0000 1.3333
  dipoles at load: 0.9972 0.3336 0.0000 1.3347
largest nonlinear shift [001]: 0.000938 meV
largest nonlinear shift [111]: 0.00717 meV
largest nonlinear shift [110]: 0.00879 meV
spread for 1 deg tilt from [001]: 0.136 meV
assumed local shear factor: 1.5
[111] splitting with that factor: 5.475 meV
[001] spread with that factor: 1.1e-12 meV
A-E mixing element under [001]: 1.42 meV
assumed distance of close E partner: 10 meV
common shift from close partner: 0.198 meV
temperature: 10 K
thermal energy: 0.862 meV
assumed reorientation barrier: 1 eV
assumed attempt rate: 1e+13 1/s
log10 of reorientation rate in 1/s: -491
assumed linewidth: 0.1 meV
[111] load for splitting = linewidth: 8.22 MPa
```
